# Why dI/dV is not the sample density of states

Suppose a tunnelling spectrum shows a strong maximum at a sample bias of −1.0 V. Read as a map of the sample, it announces a filled sample state 1.0 eV below the Fermi level. In the model worked out below, the largest maximum between −1.9 and −0.1 V lies there, yet the sample density of states has no feature at that energy. The maximum comes from an empty state of the tip. A real sample peak at −1.5 eV, of the same height and width, is present in the same spectrum and is much weaker. Someone who equates dI/dV with the sample density of states will assign the wrong energy to the wrong electrode.

**The belief and its appeal**

The belief is that \(dI/dV\) at sample bias \(V\) is proportional to the sample density of states at energy \(eV\), whatever the bias. It has a sound origin. The current is a sum over an energy window that ends at \(eV\), and differentiating an integral with respect to its upper limit returns the integrand there. If the other factors in the integrand were constant, the belief would be correct.

To see how they depend on energy and bias, let \(U=eV\) with \(e>0\). Measure the energy \(E\) from the sample Fermi level. A positive sample bias lowers the sample levels relative to those of the tip, so the tip Fermi level lies at \(E=U\), and a tip state has energy \(E-U\) relative to its own Fermi level. Positive \(U\) probes empty sample states; negative \(U\) draws electrons out of filled ones.

Take elastic one-electron tunnelling to lowest order in the coupling. The golden rule gives a net current from tip to sample proportional to

\[
\int [f(E-U)-f(E)]\,\rho_s(E)\,\rho_t(E-U)\,T\,dE ,
\]

where \(f\) is the Fermi function, \(\rho_s\) and \(\rho_t\) are the densities of states of sample and tip, and \(T\) is the barrier factor in the squared matrix element. At zero temperature the bracket is \(+1\) for \(0<E<U\) when \(U>0\), and \(-1\) for \(U<E<0\) when \(U<0\). Both cases are contained in one signed integral:

\[
I(U)\propto\int_0^U \rho_s(E)\,\rho_t(E-U)\,T(b)\,dE .
\]

The barrier height \(b\) carries the bias. With work functions \(\phi_s\) and \(\phi_t\), the vacuum level is \(\phi_s\) at the sample surface and \(\phi_t+U\) at the tip. Its mean is \(\phi+U/2\), where \(\phi=(\phi_s+\phi_t)/2\). Replacing the sloping barrier by this mean gives, in atomic units,

\[
b=\phi+\frac U2-E,\qquad \kappa=\sqrt{2b},\qquad T(b)=e^{-2d\kappa},
\]

for a fixed gap width \(d\) and normal incidence. The image potential and band bending in the electrodes are left out.

**What differentiation really gives**

The bias occurs in three places: the upper limit, the tip density and the barrier. At the upper limit \(E=U\), the tip energy is zero and \(b=\phi-U/2\). Inside the integral, \(\partial\rho_t(E-U)/\partial U=-\rho_t'(E-U)\). For the barrier, differentiating \(\kappa^2=2b\) at fixed \(E\) gives \(2\kappa\,\partial\kappa/\partial U=2\cdot\tfrac12\), so

\[
\frac{\partial\kappa}{\partial U}=\frac1{2\kappa},\qquad
\frac{\partial T}{\partial U}=-2d\,\frac{1}{2\kappa}\,T=-\frac d\kappa\,T .
\]

Collecting the three contributions,

\[
\frac{dI}{dU}\propto\rho_s(U)\rho_t(0)\,T\!\left(\phi-\tfrac U2\right)
-\int_0^U\rho_s(E)\left[\rho_t'(E-U)+\frac d\kappa\,\rho_t(E-U)\right]T\,dE .
\]

The belief keeps the first term and treats its factor \(T\) as a constant. That is justified when \(|U|\ll\kappa_0/d\), with \(\kappa_0=\sqrt{2\phi}\), and when the tip density is constant over the window and the sample density at \(U\) is not small beside its average there. For \(\phi=4.5\) eV and \(d=6\) Å, the energy \(\kappa_0/d\) is 1.38 eV. It is a scale for the corrections and not a threshold below which they vanish. With a constant tip density, a sample peak of unit height placed at −0.1 or +0.1 eV adds 0.97 or 1.03 to the relative conductance, so the usual reading of this peak is good to about 3%. The barrier factor alone changes by about 7% at this bias; for this peak, a Gaussian of standard deviation 0.05 eV, the integral term happens to cancel more than half of that change.

**A rising curve from a featureless sample**

Set both densities to 1. Using \(b\) as the integration variable, \(db=-dE\), and the limits \(E=0\) and \(E=U\) become \(\phi+U/2\) and \(\phi-U/2\). The minus sign reverses the limits:

\[
I\propto\int_{\phi-U/2}^{\phi+U/2}T(b)\,db .
\]

Each limit moves at half the rate of \(U\), in opposite directions, so

\[
\frac{dI}{dU}\propto\frac12\left[T\!\left(\phi-\tfrac U2\right)+T\!\left(\phi+\tfrac U2\right)\right].
\]

This is even in \(U\). To expand it, use \(d\kappa/db=1/\kappa\), which gives

\[
T'=-\frac{2d}{\kappa}T,\qquad
T''=\left(\frac{4d^2}{\kappa^2}+\frac{2d}{\kappa^3}\right)T .
\]

The odd terms cancel in the sum, and the quadratic term is \(U^2T''(\phi)/8\). Relative to zero bias,

\[
\frac{dI/dU}{(dI/dU)_0}=1+cU^2+\dots,\qquad
c=\frac{d^2}{2\kappa_0^2}+\frac{d}{4\kappa_0^3}.
\]

Both parts of \(c\) are positive, so the conductance rises on both sides although neither electrode has any structure. For the parameters above, \(c=0.283\) eV⁻². At \(|U|=1.5\) eV the two barrier factors, relative to \(T(\phi)\), are 3.115 and 0.352, and

\[
\tfrac12(3.115+0.352)=1.73 .
\]

At 2.0 eV the conductance has risen to 2.46 times its zero-bias value. Read literally, this would be a sample density that more than doubles.

The mean barrier and the bare exponential are approximations. A scattering calculation that keeps the sloping barrier and the matching of waves at both surfaces, with free-electron leads of equal work function whose bands begin 5.0 eV below their Fermi levels, gives 2.26 at 2.0 eV. The simple model is about 9% above that value, and the rise remains.

**Negative bias looks at the tip**

With the mean barrier the background is symmetric, but the sensitivity to structure is not. (A sloping barrier between unequal work functions would make the background asymmetric as well.) In \(I(-U)\), substitute \(\varepsilon=E+U\), the tip energy at bias \(-U\). The barrier height becomes \(\phi-U/2-E=\phi+U/2-\varepsilon\), and the limits \(E=0\) and \(E=-U\) become \(\varepsilon=U\) and \(\varepsilon=0\). Hence

\[
I[\rho_s,\rho_t](-U)=-I[\rho_t,\rho_s](U).
\]

Within this model, a negative-bias spectrum of the sample is a positive-bias spectrum of the tip, with the sample acting as the probe.

To compare the electrodes quantitatively, let \(U_0>0\) and add a narrow filled state of weight \(w\) to the sample at \(E=-U_0\), the other densities being 1. It enters the window when \(U<-U_0\), and the signed integral then gives

\[
\delta I_s\propto-w\,T\!\left(\phi+\tfrac U2+U_0\right)\Theta(-U_0-U),
\]

where \(\Theta\) is the unit step. Since \(d\Theta(-U_0-U)/dU=-\delta(U+U_0)\), the derivative is

\[
\delta\frac{dI_s}{dU}\propto w\,T\!\left(\phi+\tfrac{U_0}2\right)\delta(U+U_0)
+w\,\frac d\kappa\,T\,\Theta(-U_0-U).
\]

Now add the same weight to the tip instead, at the empty energy \(+U_0\). This state lies at \(E=U_0+U\), and it too enters the window when \(U<-U_0\). Its barrier height is \(\phi+U/2-(U_0+U)=\phi-U/2-U_0\), which now grows as \(U\) becomes more negative. The sign of the second term is therefore reversed:

\[
\delta\frac{dI_t}{dU}\propto w\,T\!\left(\phi-\tfrac{U_0}2\right)\delta(U+U_0)
-w\,\frac d\kappa\,T\,\Theta(-U_0-U).
\]

Both peaks appear at the same bias, but with different weights. The filled sample state is level with the tip Fermi level, at the bottom of the window, where the barrier is highest. The empty tip state is level with the sample Fermi level, at the top of the window, where the barrier is lowest. The ratio of tip weight to sample weight is

\[
R=\frac{T(\phi-U_0/2)}{T(\phi+U_0/2)}
=\exp\left\{2d\left[\sqrt{2\phi+U_0}-\sqrt{2\phi-U_0}\right]\right\}>1 .
\]

For \(U_0=1.5\) eV and \(d=6\) Å, \(R=3.115/0.352\approx8.9\). In the scattering calculation, with the leads described above, the transmission at the top of the window is 8.6 times that at the bottom. Widening the gap to 8 Å multiplies the exponent by 4/3 and raises \(R\) to 18.3, against 17.9 from scattering. The scattering ratios also contain the wave-matching factors of the leads, so the closeness of this agreement depends on the band depth chosen; shallower bands raise the ratio and deeper bands lower it.

Peaks of finite width show the same asymmetry, slightly reduced. Take Gaussians of height 1 and standard deviation 0.05 eV. At \(U=-1.5\) eV the sample peak adds 0.367 to the relative conductance and the tip peak adds 2.97, a ratio of 8.1. The reduction from 8.9 comes from the second terms above: at the centre of a peak about half of its offset has developed, which raises the sample response and lowers that of the tip. Beyond the peaks, at −1.8 eV, the offsets are +0.037 for the sample feature and −0.241 for the tip feature.

This is the sense in which empty tip states dominate at negative sample bias. The electrons still come from filled sample states, and those states still leave a mark. A sufficiently strong sample feature can exceed a weak tip feature, and a tip with a constant density adds no peaks of its own. What the barrier fixes is the relative sensitivity to equal narrow features.

**The spectrum from the opening**

Put a sample peak at −1.5 eV and an equal tip peak at +1.0 eV. At \(U=-1.0\) eV the relative conductance is 3.31, compared with 1.30 for constant densities, although the sample density there is 1. At −1.5 eV the sample density is 2, but the conductance is only 1.97. At −1.8 eV the sample density is back to 1, and the conductance is higher, 2.06. The conductance thus fails even to rank these three energies by their sample density.

The search for the largest maximum covers −1.9 to −0.1 eV. At \(U=-2.5\) eV the filled sample state and the empty tip state are level with each other, since \(-1.5-U=1.0\) eV. The product \(\rho_s\rho_t\) then adds a resonance to the current, and slightly on the smaller-bias side of it the conductance has another maximum. It is higher than the one at −1.0 eV mainly because the smooth background already exceeds 3.31 there; the resonance itself stands much less far above the background than the tip peak does. That one belongs to both electrodes together, and again the sample density has no peak at the energy \(eV\).

**What normalization can repair**

One remedy is to divide by \(I/U\), which cancels the overall transmission. For constant densities, integrating \(1+cU^2\) gives \(I\propto U(1+cU^2/3)\), so at small bias

\[
\frac{dI/dU}{I/U}=\frac{1+cU^2+\dots}{1+cU^2/3+\dots}
=1+\frac23\,cU^2+\dots
\]

Two thirds of the quadratic growth survives. At 1.5 eV the normalized background is 1.41 instead of 1.73. Nor does the division make equal sample peaks equal. One at +1.5 eV adds 2.07 to the normalized curve, and one at −1.5 eV adds 0.28.

The gap width offers a better diagnostic within this model. Relative to the zero-bias conductance, the tip weight \(T(\phi-U_0/2)/T(\phi)\) grows as \(d\) increases, because its barrier is lower than \(\phi\), while the sample weight \(T(\phi+U_0/2)/T(\phi)\) shrinks. A narrow negative-bias peak whose height above the smooth background grows relative to the zero-bias conductance as the tip is withdrawn therefore behaves like an empty tip state. The background must be subtracted first, because it also grows with \(d\) and can raise the total signal even at a sample peak. The inference applies to a peak that comes from one electrode, not to one that arises where a sample state and a tip state line up. It also needs densities that do not change with the gap; it can fail if the field of the tip shifts the levels or bends the bands of the sample.

The numerical output below gives the remaining values.

## Calculated quantities

```
mean work function = 4.50 eV
gap width = 6.00 angstrom
peak standard deviation = 0.050 eV; peak height = 1
decay constant at phi = 1.0868 1/angstrom
T(phi) = 2.169e-06
bias scale kappa0/d = 1.380 eV
curvature c = 0.2826 1/eV^2
raw growth, numerical = 0.2828 1/eV^2
normalized growth, numerical = 0.1884 1/eV^2
Flat densities, dI/dU relative to zero bias:
  U = +/-0.5 eV: 1.072
  U = +/-1.0 eV: 1.301
  U = +/-1.5 eV: 1.733
  U = +/-2.0 eV: 2.458
  scattering result at 1.0 eV: 1.268
  scattering result at 2.0 eV: 2.262
scattering lead band depth = 5.0 eV
T(phi-0.75 eV)/T(phi) = 3.115
T(phi+0.75 eV)/T(phi) = 0.352
Added dI/dU at the peak centre (relative units):
  sample peak +1.5 eV, U = +1.5 eV: 2.970
  sample peak -1.5 eV, U = -1.5 eV: 0.367
  tip peak +1.5 eV, U = -1.5 eV: 2.970
  tip/sample ratio at U = -1.5 eV: 8.08
narrow-state weight ratio, 6 angstrom: 8.86
  scattering result: 8.63
narrow-state weight ratio, 8 angstrom: 18.33
  scattering result: 17.90
offset at -1.8 eV from sample peak = +0.0368
offset at -1.8 eV from tip peak = -0.2410
normalized flat value at 1.5 eV = 1.408
normalized added peak at +1.5 eV = 2.067
normalized added peak at -1.5 eV = 0.277
added dI/dU, sample peak at -0.1 eV = 0.973
added dI/dU, sample peak at +0.1 eV = 1.031
Sample peak -1.5 eV and tip peak +1.0 eV together:
  U = -1.80 eV: sample density 1.000, dI/dU 2.055
  U = -1.50 eV: sample density 2.000, dI/dU 1.965
  U = -1.25 eV: sample density 1.000, dI/dU 1.322
  U = -1.00 eV: sample density 1.000, dI/dU 3.314
  U = -0.50 eV: sample density 1.000, dI/dU 1.072
largest negative-bias maximum at U = -1.00 eV
```
